# Oxidation free energy from vertical gaps in the two redox states

A redox centre R stands in a solvent next to an electrode surface and can lose one electron to become O. An atomistic simulation gives, for any arrangement $x$ of the nuclei, the potential energies $E_R(x)$ and $E_O(x)$ of the two charge states. Their difference at fixed nuclei is the vertical gap

$$g(x)=E_O(x)-E_R(x).$$

The removed electron is counted in $E_O$ at a fixed reference level, the same for all configurations. The nuclei are classical, volume and temperature are fixed, and both surfaces are finite on the same configurations. Each charge state is counted as a single electronic state; the spin degeneracy that a real couple carries is added in (e). The free energy of oxidation is $\Delta A=A_O-A_R$, and $\beta=1/kT$. Averages $\langle\cdot\rangle_R$ and $\langle\cdot\rangle_O$ are equilibrium averages on the respective surface. Energies are in eV.

## (a) From a free energy to an average gap

**Join the two surfaces by $E_s=E_R+s\,g$ with $0\le s\le1$. Express $\Delta A$ through the mean gap $\langle g\rangle_s$ in the ensemble of $E_s$.**

The classical partition function is a momentum integral times the configuration integral

$$Z(s)=\int e^{-\beta E_s(x)}\,dx .$$

Oxidation changes no nuclear mass, so the momentum factor is the same for every $s$ and cancels in free energy differences. Up to a constant, $A(s)=-kT\ln Z(s)$, with $A(0)=A_R$ and $A(1)=A_O$. Since $\partial E_s/\partial s=g$,

$$A'(s)=-kT\,\frac{Z'(s)}{Z(s)}=-kT\,\frac{-\beta\int g\,e^{-\beta E_s}dx}{Z(s)}=\langle g\rangle_s .$$

Integration from 0 to 1 gives

$$\Delta A=\int_0^1\langle g\rangle_s\,ds .$$

A centre with fractional $s$ need not exist. The free energy difference depends on the end points alone, so any smooth path between them may be used.

## (b) How the mean gap changes along the path

**Find $d\langle g\rangle_s/ds$ and deduce bounds on $\Delta A$.**

For any quantity $B(x)$ that does not depend on $s$, the quotient rule applied to $\langle B\rangle_s=\int Be^{-\beta E_s}dx/Z$ gives

$$\frac{d\langle B\rangle_s}{ds}=-\beta\big(\langle Bg\rangle_s-\langle B\rangle_s\langle g\rangle_s\big).$$

The first term comes from the numerator, the second from $Z$. With $B=g$,

$$\frac{d\langle g\rangle_s}{ds}=-\beta\,\sigma_s^2,\qquad \sigma_s^2=\langle g^2\rangle_s-\langle g\rangle_s^2\ge0 .$$

The mean gap therefore never rises with $s$. It lies between its end values $\langle g\rangle_R$ and $\langle g\rangle_O$, and so does its integral:

$$\langle g\rangle_O\le\Delta A\le\langle g\rangle_R .$$

These bounds need no linear response. Physically, the environment adapts to the charge state it surrounds. Around R it favours R, which makes oxidation costly; around O it favours O, which lowers the gap.

## (c) Linear response

**Linear response means that $\langle g\rangle_s$ is an affine function of $s$. Show that $\Delta A$ is then the average of the two end-state gaps, and find what this implies for the gap fluctuations.**

An affine function is fixed by its end values:

$$\langle g\rangle_s=\langle g\rangle_R+s\big(\langle g\rangle_O-\langle g\rangle_R\big).$$

Inserting this in the integral of (a), with $\int_0^1s\,ds=\tfrac12$,

$$\Delta A=\langle g\rangle_R+\tfrac12\big(\langle g\rangle_O-\langle g\rangle_R\big)=\tfrac12\big(\langle g\rangle_R+\langle g\rangle_O\big).$$

This is the required result. Two ordinary simulations, one in each charge state, replace the whole path.

The slope of the line is $-\beta\sigma_s^2$ by (b). A constant slope means a constant variance $\sigma^2$, so

$$\langle g\rangle_R-\langle g\rangle_O=\beta\sigma^2,\qquad \Delta A=\langle g\rangle_R-\tfrac12\beta\sigma^2=\langle g\rangle_O+\tfrac12\beta\sigma^2 .$$

The shape of the gap distribution follows too. Take the midpoint ensemble, with mean gap $m$, and set $t=-\beta(s-\tfrac12)$. Because $E_s=E_{1/2}+(s-\tfrac12)g$,

$$\ln\langle e^{tg}\rangle_{1/2}=\ln\frac{Z(s)}{Z(1/2)}=-\beta\big[A(s)-A(\tfrac12)\big].$$

Integrating $A'(s)=m-\beta\sigma^2(s-\tfrac12)$ from $\tfrac12$ gives $A(s)-A(\tfrac12)=m(s-\tfrac12)-\tfrac12\beta\sigma^2(s-\tfrac12)^2$, hence

$$\ln\langle e^{tg}\rangle_{1/2}=mt+\tfrac12\sigma^2t^2,\qquad |t|\le\tfrac12\beta .$$

A moment generating function that is finite on an interval around $t=0$ determines its distribution, and this one belongs to a Gaussian. The distribution at any other $s$ is the midpoint one multiplied by $e^{-\beta(s-1/2)g}$ and normalised. That factor shifts a Gaussian without changing its width, so the gap is Gaussian in R and in O, with equal variances.

It is useful to define

$$\Lambda_R=\langle g\rangle_R-\Delta A,\qquad \Lambda_O=\Delta A-\langle g\rangle_O .$$

A sudden oxidation costs the work $g$, on average $\langle g\rangle_R$, of which $\Delta A$ is stored. The rest, $\Lambda_R$, is dissipated while the environment relaxes around O. It is the free energy lost; the heat released is $\Lambda_R-T(S_O-S_R)$, which can be quite different. For sudden reduction the mean work is $-\langle g\rangle_O$, the stored part is $-\Delta A$, and $\Lambda_O$ is dissipated. Setting $\Lambda_R=\Lambda_O$ and solving for $\Delta A$ gives back the half-sum, so equal reorganisation energies and the half-sum rule are the same statement. In linear response both equal $\tfrac12\beta\sigma^2$.

## (d) The error without linear response

**Derive an expression for $\Delta A-\tfrac12(\langle g\rangle_R+\langle g\rangle_O)$ that holds for any response.**

Write $f(s)=\langle g\rangle_s$ and integrate by parts twice. The factor $s(1-s)$ vanishes at both ends, so

$$\int_0^1s(1-s)f''ds=-\int_0^1(1-2s)f'ds=-\Big[(1-2s)f\Big]_0^1-2\int_0^1f\,ds .$$

The bracket equals $-f(1)-f(0)$, and the last integral is $\Delta A$. Therefore

$$\Delta A-\tfrac12\big[f(0)+f(1)\big]=-\tfrac12\int_0^1s(1-s)f''(s)\,ds .$$

Since $f'=-\beta\sigma_s^2$, the derivative of the variance is needed. The rule of (b) with $B=g^2$ and $B=g$ gives

$$\frac{d\sigma_s^2}{ds}=-\beta\big(\langle g^3\rangle-\langle g^2\rangle\langle g\rangle\big)+2\beta\langle g\rangle\big(\langle g^2\rangle-\langle g\rangle^2\big)=-\beta\kappa_3(s),$$

where $\kappa_3=\langle g^3\rangle-3\langle g^2\rangle\langle g\rangle+2\langle g\rangle^3=\langle(g-\langle g\rangle)^3\rangle$ is the third cumulant. Thus $f''=\beta^2\kappa_3$ and

$$\Delta A-\tfrac12\big(\langle g\rangle_R+\langle g\rangle_O\big)=-\frac{\beta^2}{2}\int_0^1s(1-s)\,\kappa_3(s)\,ds .$$

The error is governed by the skewness of the gap distribution along the path. If $\kappa_3>0$ throughout, the half-sum lies above $\Delta A$. In every case the bounds of (b) limit the error to half the gap difference, because the half-sum is the midpoint of the interval that contains $\Delta A$.

## (e) Contact with an electrode

**The electron goes to an electrode in which its electrochemical potential is $-eU$, measured from the reference level. At which $U$ are R and O equally populated?**

Placing the electron in the electrode adds $-eU$ to $E_O$ in every configuration. The field that the electrode exerts on the centre and its solvent is taken as fixed. Both mean gaps and $\Delta A$ then shift by this constant, and the fluctuations do not change. Close to a real surface, $U$ also alters the surface charge and with it this field, so that $\Delta A$ itself depends on $U$ and must be computed at the potential of interest. The population ratio is

$$\frac{p_O}{p_R}=e^{-\beta(\Delta A-eU)},$$

which equals 1 at $eU=\Delta A$. A more positive electrode favours O, as it should.

This counts one electronic state for R and one for O. The two differ by one electron, so one of them has an odd number of electrons and is at least a spin doublet. If R and O have $d_R$ and $d_O$ degenerate states on the same surface, the ratio is multiplied by $d_O/d_R$, and equal populations occur at $eU=\Delta A-kT\ln(d_O/d_R)$. The mean gaps do not contain this term, so it must be added by hand. For a singlet and a doublet its size is $kT\ln2=0.018$ eV at 298.15 K, comparable to the errors found in (g).

The two simulations must share one reference level. If the electron energy is misplaced by $\delta_R$ in one run and by $\delta_O$ in the other, the half-sum is wrong by $\tfrac12(\delta_R+\delta_O)$, however good the linear response is. In periodic cells of different total charge this alignment has to be established separately.

## (f) A harmonic environment

**Two dimensionless solvent coordinates $r=(x,y)$ have the energy $E_R=\tfrac12r^{T}Kr$, and the gap is $g=g_0+c^{T}r$. Show that the response is linear. Evaluate $\Delta A$ for $k_{11}=2.0$, $k_{22}=1.0$, $k_{12}=0.6$, $c=(0.9,\,0.5)$ and $g_0=5.0$ eV at 298.15 K.**

Completing the square in $E_s=\tfrac12r^TKr+s\,c^Tr+s\,g_0$ gives

$$E_s=\tfrac12(r-r_s)^TK(r-r_s)+\text{const},\qquad r_s=-sK^{-1}c .$$

Changing $s$ moves the centre of the Gaussian distribution and leaves its shape alone. Since $\langle r\rangle_s=r_s$,

$$\langle g\rangle_s=g_0-s\,c^TK^{-1}c ,$$

which is affine. The determinant of $K$ is $2.0\times1.0-0.6^2=1.64$, and

$$c^TK^{-1}c=\frac{k_{22}c_1^2-2k_{12}c_1c_2+k_{11}c_2^2}{1.64}=\frac{0.81-0.54+0.50}{1.64}=0.4695\ \text{eV}.$$

The end-state gaps are thus 5.0000 and 4.5305 eV, and the half-sum is 4.7652 eV. Configuration integrals evaluated on a grid, without use of the rule, give the same $\Delta A=4.7652$ eV. By (e), the two states are equally populated at $U=4.765$ V from the reference level. Raising $U$ by 0.05 V, with the field on the solvent unchanged, makes O about 7.0 times as abundant as R.

The fluctuations agree with (c). The standard deviation of the gap is 0.1098 eV in both states, and with $kT=0.02569$ eV

$$\tfrac12\beta\sigma^2=\frac{0.1098^2}{2\times0.02569}=0.235\ \text{eV},$$

equal to $\Lambda_R$ and $\Lambda_O$.

Metropolis sampling of the end states gives gaps of 4.99993 and 4.53031 eV, each with a standard error of 0.00013 eV. The errors are independent, so the half-sum, 4.76512 eV, has the standard error $\tfrac12\sqrt2\times0.00013=0.00009$ eV. It differs from the grid value by 0.00012 eV, or 1.3 standard errors.

The numbers also show why both states are sampled. The mean gap in O lies $0.4695/0.1098=4.3$ standard deviations below the mean gap in R. A simulation of R alone seldom visits configurations typical of O, and must rely on the Gaussian form to extrapolate to them.

Linearity here rests on equal force constants in the two states. If oxidation changed $K$, the gap would contain a quadratic term in $r$ and would no longer be Gaussian.

## (g) A solvent that can saturate

**The solvent now consists of $N$ independent dipoles with $u_i=\cos\theta_i$ along the local field of the ion. The field is 2 units in R and 3 units in O, so that**

$$E_s=s\,g_0-(2+s)\,w\sum_{i=1}^Nu_i,\qquad g=g_0-w\sum_iu_i .$$

**Find the error of the half-sum for many weakly coupled dipoles and for a few strongly coupled ones, keeping $\Lambda_0=\beta Nw^2/6$ fixed. Compare with numbers for $\Lambda_0=0.6$ eV and $g_0=8.0$ eV.**

The solid angle element is proportional to $du$, so one dipole contributes the integral

$$z(\xi)=\int_{-1}^1e^{\xi u}du=\frac{2\sinh \xi}{\xi},\qquad \xi=(2+s)\beta w .$$

Its mean orientation is $L(\xi)=d\ln z/d\xi=\coth \xi-1/\xi$, and the third cumulant of $u$ is $L''(\xi)$. For independent dipoles cumulants add, and the factor $-w$ enters cubed:

$$\langle g\rangle_s=g_0-NwL(\xi),\qquad \kappa_3(s)=-Nw^3L''(\xi).$$

*Weak coupling.* For small $\xi$, $\sinh \xi/\xi=1+\xi^2/6+\xi^4/120+\dots$, whose logarithm is $\xi^2/6+(1/120-1/72)\xi^4+\dots=\xi^2/6-\xi^4/180+\dots$. Differentiation gives

$$L=\frac{\xi}{3}-\frac{\xi^3}{45}+\dots,\qquad L''=-\frac{2\xi}{15}+\dots$$

The first term of $L$ yields $\langle g\rangle_s\simeq g_0-\tfrac13\beta Nw^2(2+s)=g_0-2\Lambda_0(2+s)$, which is linear response with reorganisation energy $\Lambda_0$. The limiting gaps are 5.6 and 4.4 eV, and $\Delta A$ tends to 5.0 eV. The leading error follows from (d) with $\kappa_3\simeq\tfrac{2}{15}N\beta w^4(2+s)$:

$$-\frac{\beta^2}{2}\cdot\frac{2N\beta w^4}{15}\int_0^1s(1-s)(2+s)\,ds=-\frac{N\beta^3w^4}{15}\cdot\frac{5}{12}=-\frac{N\beta^3w^4}{36}=-\frac{\beta\Lambda_0^2}{N}.$$

The integral is $2\cdot\tfrac16+\tfrac1{12}=\tfrac5{12}$. At fixed $\Lambda_0$ the error vanishes as $1/N$: a given reorganisation energy, shared among many modes, drives each of them only slightly.

*Strong coupling.* For large $\xi$, $\coth \xi\to1$ and $L\simeq1-1/\xi$. Then $\langle g\rangle_s\simeq g_0-Nw+NkT/(2+s)$, and

$$\langle g\rangle_R-\langle g\rangle_O\simeq NkT\left(\tfrac12-\tfrac13\right)=\tfrac16NkT,$$

$$\Delta A-\tfrac12\big(\langle g\rangle_R+\langle g\rangle_O\big)\simeq NkT\left(\ln\tfrac32-\tfrac5{12}\right)=-0.0112\,NkT .$$

Here the error grows with $N$, so it must be largest in size somewhere between the two regimes. The computed values, in eV except for the last column, are as follows. "Error" is $\Delta A$ minus the half-sum, and "ratio" is its size divided by the gap difference.

| $N$ | $\langle g\rangle_R$ | $\langle g\rangle_O$ | $\Delta A$ | error | ratio |
|---|---|---|---|---|---|
| 50 | 6.486 | 6.278 | 6.369 | −0.0132 | 0.063 |
| 500 | 5.762 | 4.889 | 5.309 | −0.0167 | 0.019 |
| 5000 | 5.618 | 4.459 | 5.036 | −0.0026 | 0.0023 |
| 50000 | 5.602 | 4.406 | 5.004 | −0.0003 | 0.0002 |

In all four cases the cumulant integral of (d) reproduces the error. At $N=50000$ the weak-coupling law gives −0.000280 eV against the computed −0.000279 eV. At $N=50$ it gives −0.28 eV and is useless, because the dipoles are already strongly aligned: the mean cosine is 0.70 in R and 0.80 in O. The strong-coupling formulas serve better there. With $NkT=50\times0.02569=1.285$ eV they give a gap difference of 0.214 eV and an error of −0.0144 eV, against the computed 0.209 and −0.0132 eV.

A small absolute error is therefore no proof of linear response. From $N=500$ to $N=50$ the ratio rises by a factor 3.3, but the gap difference falls by a factor 4.2, and the absolute error shrinks. At $N=500$ the error is $0.0167/0.02569=0.65\,kT$, which would put the predicted population ratio off by a factor $e^{0.65}\approx1.9$.

## (h) Does a correct half-sum prove linear response?

**Consider one dipole whose field reverses on oxidation, $E_s=-(s-\tfrac12)\,w_r u$ with $w_r=10\,kT$. Compare the half-sum with $\Delta A$, and find a check that two end-state simulations can supply.**

The gap is $g=-w_ru$, and the dipole feels $\xi=(s-\tfrac12)\beta w_r$, which runs from −5 to 5. Since $z(\xi)$ is even, $Z(0)=Z(1)$ and $\Delta A=0$. Since $L(\xi)$ is odd, the end-state gaps are opposite, 0.2056 and −0.2056 eV, and the half-sum is also zero. The rule holds by symmetry.

The response is nevertheless far from linear. At $s=0.25$ the mean gap is 0.158 eV, while the straight line between the end values gives 0.103 eV. In the formula of (d), $\kappa_3$ is odd about $s=\tfrac12$ and $s(1-s)$ is even, so the integral cancels although $\kappa_3$ does not vanish. Linear response is sufficient for the half-sum, but not necessary.

The fluctuations reveal the difference. Linear response requires

$$\beta\sigma_R^2=\beta\sigma_O^2=\langle g\rangle_R-\langle g\rangle_O .$$

For the reversing dipole $\beta\sigma_R^2=0.102$ eV, while the gap difference is 0.411 eV. For the solvent of (g) the three quantities are 0.972, 0.773 and 0.873 eV at $N=500$, and 1.197, 1.194 and 1.196 eV at $N=50000$. These values were computed by numerical integration over the dipole orientation. In an atomistic study, the two end-state simulations that give the mean gaps also supply both variances.

The check is necessary rather than sufficient, since it sees the slope of $\langle g\rangle_s$ at the end points and its average, but not its course between them. When it fails, or when a gap histogram is visibly skewed or has two peaks, as it can if the centre exchanges a ligand or binds to the surface, the half-sum should not be trusted without further evidence. Simulations at intermediate $s$, combined through the integral of (a), give $\Delta A$ without any assumption of linearity. If the gap distributions of R and O overlap well, reweighting the end-state data can give it too. The full set of computed values is in the numerical output below.

## Calculated quantities

```
temperature = 298.15 K, kT = 0.025693 eV
MODEL 1: two harmonic solvent coordinates
force constants k11, k22, k12 = 2.0, 1.0, 0.6 eV
gap couplings c1, c2 = 0.9, 0.5 eV; gap0 = 5.0 eV
s = 0.00: mean gap = 5.00000 eV
s = 0.25: mean gap = 4.88262 eV
s = 0.50: mean gap = 4.76524 eV
s = 0.75: mean gap = 4.64787 eV
s = 1.00: mean gap = 4.53049 eV
dA from configuration integrals = 4.76524 eV
half-sum of end-state gaps = 4.76524 eV
gap standard deviation: R 0.10983, O 0.10983 eV
Lambda_R = 0.23476 eV, Lambda_O = 0.23476 eV
beta*variance/2 in R = 0.23476 eV
potential of equal populations = 4.76524 V
population ratio O/R at 0.05 V above it = 7.0012
Metropolis: 2000 walkers, 2000 steps after 500 burn-in
sampled gap in R = 4.99993 eV, standard error 0.00013 eV
sampled gap in O = 4.53031 eV, standard error 0.00013 eV
sampled half-sum = 4.76512 eV, standard error 0.00009 eV
MODEL 2: N independent dipoles, field 2 units -> 3 units
Lambda0 = 0.6 eV, gap without dipoles g0 = 8.0 eV
N = 50: w = 0.043010 eV, gap R = 6.48649 eV, gap O = 6.27752 eV
  dA = 6.36884 eV, half-sum = 6.38200 eV
  dA - half-sum = -0.013168 eV, remainder = -0.013168 eV
  large-N law -beta*Lambda0^2/N = -0.280237 eV
  gap difference 0.20897, beta*var R 0.30332, O 0.14211 eV
  mean cos(theta): R 0.7038, O 0.8010; |error|/gap difference = 0.063015
N = 500: w = 0.013601 eV, gap R = 5.76213 eV, gap O = 4.88914 eV
  dA = 5.30894 eV, half-sum = 5.32564 eV
  dA - half-sum = -0.016700 eV, remainder = -0.016700 eV
  large-N law -beta*Lambda0^2/N = -0.028024 eV
  gap difference 0.87299, beta*var R 0.97229, O 0.77277 eV
  mean cos(theta): R 0.3291, O 0.4574; |error|/gap difference = 0.019130
N = 5000: w = 0.004301 eV, gap R = 5.61775 eV, gap O = 4.45911 eV
  dA = 5.03578 eV, half-sum = 5.03843 eV
  dA - half-sum = -0.002649 eV, remainder = -0.002649 eV
  large-N law -beta*Lambda0^2/N = -0.002802 eV
  gap difference 1.15863, beta*var R 1.17357, O 1.14181 eV
  mean cos(theta): R 0.1108, O 0.1647; |error|/gap difference = 0.002286
N = 50000: w = 0.001360 eV, gap R = 5.60179 eV, gap O = 4.40604 eV
  dA = 5.00364 eV, half-sum = 5.00392 eV
  dA - half-sum = -0.000279 eV, remainder = -0.000279 eV
  large-N law -beta*Lambda0^2/N = -0.000280 eV
  gap difference 1.19575, beta*var R 1.19731, O 1.19397 eV
  mean cos(theta): R 0.0353, O 0.0528; |error|/gap difference = 0.000233
REVERSING DIPOLE: half-sum holds, response is not linear
w_rev = 0.25693 eV, gap R = 0.20556 eV, gap O = -0.20556 eV
dA = 0.00000 eV, half-sum = 0.00000 eV
gap at s = 0.25: 0.15764 eV; straight line: 0.10278 eV
gap difference = 0.41113 eV, beta*var R = 0.10230 eV
```
